# Relaxed and unrelaxed densities for excited-state dipoles in linear-response TDDFT, part 2

Does the excited-state dipole in linear-response TDDFT follow from the unrelaxed difference density matrix $T$ or from a relaxed one, $\Gamma$? We use atomic units, a closed-shell Kohn–Sham reference with real orbitals $\varphi_p$ (energies $\varepsilon_p$), the adiabatic local density approximation, singlet states and a field-independent basis. Indices $i,j,k$ are occupied, $a,b,c$ virtual. A field $\mathcal{E}$ along $z$ adds $+\mathcal{E}z$ per electron to the Kohn–Sham operator $\hat F$; primes denote $d/d\mathcal{E}$. The state energy is $E_n=E_0+\omega$, and $\mu_n=-dE_n/d\mathcal{E}=\mu_0+\Delta\mu$.

$W$ is the Coulomb plus exchange–correlation kernel, $g$ the third derivative of $e_{xc}(\rho)$, $(u|W|w)=\iint u\,W\,w$ and $K_{ia,jb}=(\varphi_i\varphi_a|W|\varphi_j\varphi_b)$. The amplitudes $X,Y$ obey

$$\omega X=\Delta X+2K(X+Y),\qquad -\omega Y=\Delta Y+2K(X+Y),$$

$$\Delta_{ia,jb}=\delta_{ij}F_{ab}-\delta_{ab}F_{ij},$$

where $\Delta$ is diagonal, $\varepsilon_a-\varepsilon_i$, for canonical orbitals. With $A=\Delta+2K$, $B=2K$, $P=X+Y$, $M=X-Y$ and $P\cdot M=1$,

$$HP=\omega M,\qquad \Delta M=\omega P,\qquad H\equiv A+B=\Delta+4K .$$

The Tamm–Dancoff approximation (TDA) solves $AX=\omega X$, with $P=M=X$. The difference density matrix is

$$T_{ab}=\tfrac12\sum_i(P_{ia}P_{ib}+M_{ia}M_{ib}),\qquad T_{ij}=-\tfrac12\sum_a(P_{ia}P_{ja}+M_{ia}M_{ja}),\qquad T_{ia}=0 ,$$

so $T_{ab}=\sum_i(X_{ia}X_{ib}+Y_{ia}Y_{ib})$, likewise for $T_{ij}$ with its minus sign, and the block traces are $\pm(1+2Y\cdot Y)$. Further, $\rho_T=\sum_{pq}T_{pq}\varphi_p\varphi_q$, $\rho_1=\sum_{ia}P_{ia}\varphi_i\varphi_a$ and $V_{pq}=(\varphi_p\varphi_q|W|\rho_1)$.

The field rotates the orbitals by $U$, with $HU=-z_{ov}$, where $z_{ov}$ collects the $z_{kc}$; the polarizability is $\alpha_{zz}=-4\,U\cdot z_{ov}$. The orbital gradient of $\omega$ at fixed amplitudes is $R=R^{(\mathrm{pot})}+R^{(\mathrm{tr})}+R^{(g)}$ (potential, transition density, third derivative):

$$R^{(\mathrm{pot})}_{kc}=4\,(\rho_T|W|\varphi_k\varphi_c),$$

$$R^{(\mathrm{tr})}_{kc}=4\Big[\sum_aP_{ka}V_{ca}-\sum_iP_{ic}V_{ik}\Big],$$

$$R^{(g)}_{kc}=8\int g\,\rho_1^2\,\varphi_k\varphi_c\,d\mathbf r .$$

With orbitals, density and kernel frozen, $d\omega/d\mathcal{E}$ is $\mathrm{Tr}[Tz]$. In full,

$$\frac{d\omega}{d\mathcal{E}}=\mathrm{Tr}[Tz]+R\cdot U .$$

Defining $Z$ by $HZ=-R$,

$$\frac{d\omega}{d\mathcal{E}}=\mathrm{Tr}[Tz]+\sum_{kc}Z_{kc}z_{kc}=\mathrm{Tr}[\Gamma z],\qquad \Delta\mu=-\mathrm{Tr}[\Gamma z],$$

where $\Gamma_{ij}=T_{ij}$, $\Gamma_{ab}=T_{ab}$ and $\Gamma_{kc}=\Gamma_{ck}=Z_{kc}/2$.

**When the two densities agree, and when the formula fails**

For non-interacting electrons $W=0$ and $g=0$, so $R=0$ and $\Gamma=T$. The relaxation is an effect of the electron interaction. More generally the extra term is absent when the energy of the state is stationary in the orbital rotations, as for an excited state with its own optimized orbitals, or independent of them, as in full configuration interaction. Symmetry can also hide the difference. For a non-degenerate state $\rho_T$ and $\rho_1^2$ are totally symmetric, as is the derivative of $(\rho_1|W|\rho_1)$, and $H$ commutes with the symmetry operations, so $Z$ is totally symmetric. In a centrosymmetric molecule both dipole differences are then zero.

The derivation fails or needs extension in four situations. If the basis depends on the perturbation, as for nuclear displacements, derivatives of the overlap and of the integrals enter. If two roots that the field can mix are degenerate, the formula holds only for the combinations that the field leaves unmixed in first order, not for an arbitrary vector of the pair; if they are nearly degenerate, the derivative describes the energy only over a very small range of fields. If $H$ is nearly singular and $R$ has a component along the soft eigenvector, $Z$ becomes large; a soft mode of a symmetry that $R$ does not contain leaves $Z$ unaffected. Eliminating $P$ for positive $\Delta$ shows that $\omega^2$ are the eigenvalues of $\Delta^{1/2}H\Delta^{1/2}$, so a singular $H$ means a singlet root of the full equations at zero frequency, which marks the onset of an instability of the reference. Finally, gradient-corrected and hybrid functionals change $W$ and add terms to $R$ and, for hybrids, to $A-B$. The chain-rule structure $\mathrm{Tr}[Tz]+R\cdot U$ rests only on stationarity in the amplitudes and carries over, but the explicit expressions above are those of the local density approximation.

**Carbon monoxide: setup**

C is at the origin and O on the positive $z$ axis at 1.13 Å, roughly the equilibrium bond length. A positive dipole points from C to O and means C$^-$O$^+$. The functional is Slater exchange with VWN5 correlation, the basis is aug-cc-pVDZ with 46 functions, 7 occupied and 39 virtual orbitals, so $H$ has dimension $7\times39=273$. The exchange–correlation integrals are done by quadrature on one fixed atom-centred grid of 12710 points at all fields. The roots come from full diagonalization of $\Delta^{1/2}H\Delta^{1/2}$, or of $A$ in the TDA, and $Z$ and $U$ from direct linear solves.

Two kinds of finite-field calculation are used, at fields $\pm h$ and $\pm2h$ with $h=0.001$ a.u. In the self-consistent one the Kohn–Sham equations are reconverged in the field, $\Delta$ and $K$ are rebuilt, and the root is followed by its overlap with the zero-field vector. In the frozen one $\mathcal{E}z$ is added to the occupied–occupied and virtual–virtual Fock blocks in $\Delta$, everything else is kept, and the eigenproblem is solved again. The derivative comes from a four-point formula. Taylor expansion gives $\omega(h)-\omega(-h)=2h\omega'+\tfrac13h^3\omega'''+\tfrac1{60}h^5\omega^{(5)}$ and $\omega(2h)-\omega(-2h)=4h\omega'+\tfrac83h^3\omega'''+\tfrac{32}{60}h^5\omega^{(5)}$. Eight times the first minus the second removes the cubic term:

$$\omega'=\frac{8[\omega(h)-\omega(-h)]-[\omega(2h)-\omega(-2h)]}{12h}+\frac{h^4}{30}\omega^{(5)}+\dots$$

For the ground state the expectation value and $-dE_0/d\mathcal{E}$ both give $\mu_0=0.088804$ a.u., which is 0.23 D with 1 a.u. $=2.541746$ D. The polarizability is $\alpha_{zz}=15.83$ a.u., both from $-4U\cdot z_{ov}$ and from the finite-field density. Below I keep five or six decimals in the derivatives, and up to nine in the energies that are differenced, only to compare numerical routes within one model. The dipoles themselves deserve far fewer digits, as the comparison of full TDDFT with the TDA will show. All numbers below belong to aug-cc-pVDZ and are not at the basis-set limit. Going to aug-cc-pVTZ or aug-cc-pVQZ shifts the dipoles by up to 0.02 D and the excitation energies by up to 0.02 eV. It gives $\mu_0=0.22$ D and $\alpha_{zz}$ between 15.9 and 16.0 a.u., and for the $^1\Pi$ state in full TDDFT it moves the relaxed dipole change from $-0.21$ to $-0.23$ D. A finer grid leaves the dipoles unchanged to 0.001 D.

**The lowest $^1\Pi$ state, full TDDFT**

The root lies at $\omega=0.3003090\ E_h$ (8.17 eV) and is dominated by the HOMO ($5\sigma$) to $2\pi^*$ excitation. The trace of the virtual block of $T$ is 1.02002, so $Y\cdot Y=0.010$. The self-consistent energies at $-2h,-h,+h,+2h$ are 0.300123771, 0.300220506, 0.300389133 and 0.300460724 $E_h$. The differences are $\omega(h)-\omega(-h)=0.000168627$ and $\omega(2h)-\omega(-2h)=0.000336953$, so

$$\omega'=\frac{8(0.000168627)-0.000336953}{0.012}=\frac{0.001012063}{0.012}=0.084339\ \text{a.u.}$$

The unrelaxed trace is $\mathrm{Tr}[Tz]=0.457996$ a.u., and the frozen finite field gives 0.457996 a.u. The three relaxation terms, each contracted with $U$, are

$$R\cdot U=-0.320555-0.077360+0.024258=-0.373657\ \text{a.u.},$$

in the order potential, transition density, third derivative. Solving for $Z$ and contracting with $z_{ov}$ gives the same $-0.373657$. The relaxed trace is $0.457996-0.373657=0.084339$ a.u., which differs from the self-consistent finite-field value by $7\times10^{-9}$ a.u. in the unrounded numbers.

The dipole change is $-0.457996\times2.541746=-1.16$ D unrelaxed and $-0.084339\times2.541746=-0.21$ D relaxed. The unrelaxed value is 5.4 times the field derivative (5.1 in the two larger bases). The excited-state dipoles are $0.088804-0.457996=-0.36919$ a.u. ($-0.94$ D) and $0.088804-0.084339=0.00447$ a.u. ($+0.01$ D). The unrelaxed density describes a C$^+$O$^-$ state with a dipole of nearly 1 D, while the Stark shift in this model is that of a state with almost no dipole. The third-derivative term cannot be dropped either: without it the derivative would be $0.084339-0.024258=0.060081$ a.u., an error of 29% relative to the finite-field value (27% in the two larger bases).

**The same state in the TDA**

Here $\omega=0.3086982\ E_h$ (8.40 eV), with field values 0.308697754, 0.308702329, 0.308685311 and 0.308663402 $E_h$. Then

$$\omega'=\frac{8(-0.000017018)-(-0.000034352)}{0.012}=-0.00848\ \text{a.u.}$$

The unrelaxed trace and the frozen finite field both give 0.33675 a.u. The relaxation terms are $-0.28103$, $-0.09316$ and $+0.02897$, with sum $-0.34523$ from the unrounded values, and the relaxed trace is $0.33675-0.34523=-0.00848$ a.u. The dipole change is $-0.86$ D unrelaxed and $+0.02$ D relaxed, so here the unrelaxed density has the opposite sign to the field derivative.

Two features of these numbers were not obvious beforehand. The first is that full TDDFT and the TDA differ by 0.24 D in the relaxed dipole change ($-0.21$ against $+0.02$ D), although $Y\cdot Y$ is only 0.010. The spread is already present in the unrelaxed traces, which differ by $0.457996-0.336746=0.121$ a.u. (0.31 D), while the relaxation terms differ by 0.028 a.u. (0.07 D) in the opposite sense. Because the relaxed value is a small difference of two larger terms, this spread exceeds the relaxed values themselves, and the sign of the small excited-state dipole in full TDDFT carries no physical weight at this level of theory; it changes from $+0.011$ D to $-0.008$ D on going to aug-cc-pVTZ. The two relaxed values differ from their unrelaxed partners by 0.95 D and 0.88 D, about four times this spread. The second is that a single-pair estimate misses even the unrelaxed value: $\langle2\pi^*|z|2\pi^*\rangle-\langle5\sigma|z|5\sigma\rangle=0.352287-(-0.439576)=0.791863$ bohr, against traces of 0.458 and 0.337. The formula for $T$ contains off-diagonal elements, built from products $X_{ia}X_{ja}$ between occupied and $X_{ia}X_{ib}$ between virtual orbitals, that are linear in a small amplitude when the other factor is the dominant one. They multiply the off-diagonal integrals $z_{ij}$ and $z_{ab}$. Splitting the trace shows that they make up most of the gap: the elements between $5\sigma$ and the other occupied orbitals contribute $-0.217$ a.u. in full TDDFT and $-0.272$ a.u. in the TDA, and those between $2\pi^*$ and the other virtual orbitals $-0.053$ and $-0.068$ a.u. Together they supply 0.070 of the 0.121 a.u. by which the two traces differ; most of the rest comes from the diagonal elements.

**The lowest $^1\Sigma^-$ state, where the mechanism is bare**

A function of position with $\Sigma^-$ symmetry would have to be independent of the azimuthal angle $\phi$ and odd under reflection in planes containing the axis. A function independent of $\phi$ is even under those reflections, so it must vanish, and $\rho_1=0$ for every $\Sigma^-$ root. Explicitly, with $1\pi_{x,y}=p\,(\cos\phi,\sin\phi)$ and $2\pi^*_{x,y}=q\,(\cos\phi,\sin\phi)$, where $p$ and $q$ do not depend on $\phi$, the combination $(1\pi_x\to2\pi^*_y$ minus $1\pi_y\to2\pi_x^*)/\sqrt2$ has $\rho_1=pq(\cos\phi\sin\phi-\sin\phi\cos\phi)/\sqrt2=0$. On the grid the largest value of $|\rho_1|$ is $2.5\times10^{-14}$ a.u.

With $\rho_1=0$ one has $(KP)_{ia}=(\varphi_i\varphi_a|W|\rho_1)=0$, because $W$ acts only on the transition density; exact exchange would break this. The response equations reduce to $\omega X=\Delta X$ and $-\omega Y=\Delta Y$, the second forces $Y=0$ for positive $\Delta$ and $\omega$, and $\omega=\varepsilon_a-\varepsilon_i$. Numerically $-0.082819-(-0.444740)=0.361921\ E_h$, and the root is at 0.3619216 $E_h$ (9.85 eV). The two amplitudes $\pm1/\sqrt2$ give $T=+\tfrac12$ on each $2\pi^*$ orbital and $-\tfrac12$ on each $1\pi$ orbital. The members of a degenerate pair have the same $\langle z\rangle$, so

$$\mathrm{Tr}[Tz]=\langle a|z|a\rangle-\langle i|z|i\rangle=0.352287-1.557863=-1.205576\ \text{a.u.},$$

and the frozen finite field gives the same number. Since $V=0$ and $\rho_1^2=0$, only $R^{(\mathrm{pot})}$ survives. The same result follows from first-order perturbation theory for a Kohn–Sham eigenvalue, $\varepsilon_p'=\langle p|\hat F'|p\rangle=z_{pp}+(\varphi_p^2|W|\rho')$, whose difference between $a$ and $i$ is $\mathrm{Tr}[Tz]+(\rho_T|W|\rho')$. The hole and the particle feel the applied potential plus the potential induced by the polarized ground-state density, and the unrelaxed value keeps the applied part only.

The field values are 0.363161010, 0.362542498, 0.361298277 and 0.360672473 $E_h$, so

$$\omega'=\frac{8(-0.001244221)-(-0.002488537)}{0.012}=\frac{-0.007465231}{0.012}=-0.62210\ \text{a.u.}$$

The potential term is $+0.5835$ a.u., the relaxed trace is $-1.2056+0.5835=-0.6221$ a.u., and the four-point derivative of the orbital gap $\varepsilon_a-\varepsilon_i$ in the field is also $-0.6221$ a.u. The induced potential cancels $0.5835/1.2056=48\%$ of the bare term, which is screening of the applied field. The potential term opposes $\mathrm{Tr}[Tz]$ in all three cases here, but its sign is not fixed in general, since it equals $-4(\rho_T|W|\cdot)H^{-1}z_{ov}$, a bilinear form in two different vectors.

| State | $\Delta\mu$ unrelaxed (D) | $\Delta\mu$ relaxed (D) | $\mu_n$ relaxed (D) |
|---|---|---|---|
| $^1\Pi$, full | $-1.16$ | $-0.21$ | $0.01$ |
| $^1\Pi$, TDA | $-0.86$ | $0.02$ | $0.25$ |
| $^1\Sigma^-$ | $3.06$ | $1.58$ | $1.81$ |

**A caution about the relaxed matrix**

The relaxed matrix is a derivative of an energy and need not be the density matrix of any wavefunction. Consider $D+\Gamma$, with $D$ equal to 2 on the occupied diagonal. A fermionic state has spin-summed natural occupations between 0 and 2. For the $\Sigma^-$ state, $\rho_T$ is cylindrically symmetric, so $Z$ couples $\sigma$ only to $\sigma$ and $\pi$ only to $\pi$, and $T$ vanishes among the $\sigma$ orbitals. The $\sigma$ part of $D+\Gamma$ thus has 2 on the occupied diagonal, 0 on the virtual diagonal, and $Z_\sigma/2$ between them. A singular value decomposition of $Z_\sigma$ rotates occupied and virtual $\sigma$ orbitals separately, leaves both diagonal blocks unchanged, and splits the matrix into $2\times2$ blocks, one for each singular value $s$:

$$\begin{pmatrix}2&s/2\\ s/2&0\end{pmatrix},\qquad n^2-2n-\frac{s^2}{4}=0,\qquad n_\pm=1\pm\sqrt{1+s^2/4}.$$

Any nonzero $s$ puts one occupation above 2 and one below 0 by the same amount. Diagonalization gives extreme values 2.002620 and $-0.002620$, with the predicted symmetry. For $^1\Pi$ in full TDDFT they are 2.003273 and $-0.012094$; there $T$ is nonzero among the $\sigma$ orbitals and the symmetric pattern is not expected. For the $\Sigma^-$ state the violation is of second order in $Z$, $n_+-2\approx s^2/8$, while the effect on the dipole is of first order, so a small excursion in the occupations can accompany a large change in the property. For $^1\Pi$ this simple formula does not apply, because $T$ already lowers the occupations of the occupied orbitals, but there too the excursions are small and the change in the dipole is large. Natural occupations of the relaxed matrix should be read with this in mind, and $T$ remains a fair picture of where the hole and the particle sit in the frozen orbitals. For the first-order response of $\omega$ to a static, real, spin-free one-electron perturbation in a fixed basis, such as the dipole change on excitation, the matrix to contract is $\Gamma$. For the electronic part of the response of $E_n$ itself it is $D+\Gamma$.
